# Hydrogen in LSDA and PBE: total energies against eigenvalues

**Question**

I am trying to solve the hydrogen atom self-consistently with LSDA and with PBE, as an exercise before going on to larger atoms. My total energies come out near \(-0.479\) and \(-0.500\) hartree, which looks reasonable. But the eigenvalues of the occupied orbital are near \(-0.269\) and \(-0.279\) hartree. With one electron there is nobody to interact with, so I expected the orbital energy and the total energy to agree at \(-0.5\). Have I made a mistake in the potential? And how can PBE get the energy so well and the eigenvalue so badly?

**Answer**

Your numbers are right for these functionals. I will set up the calculation so that you can check each ingredient, and then derive the difference between the two energies. I use hartree atomic units, a fixed point nucleus, no relativity, and one spin-up electron: \(n_\uparrow=n\), \(n_\downarrow=0\).

**The energy to be minimized**

Write the orbital as \(\psi=R(r)/\sqrt{4\pi}\), with \(\int_0^\infty R^2r^2dr=1\) and \(n=\psi^2\). The energy is

\[
E=T+V_{\rm ext}+U+E_x+E_c,\qquad U=\frac12\int v_H\,n\,d^3r ,
\]

where \(T\) is the kinetic energy, \(V_{\rm ext}=-\int (n/r)\,d^3r\), and \(v_H\) is the electrostatic potential of \(n\). The Hartree energy \(U\) is the repulsion of the electron's density with itself. The exact functional removes it: for one electron \(E_x=-U\) and \(E_c=0\), so \(E=-\tfrac12\).

For exchange, start from the unpolarized form

\[
E_x[n]=-\frac34\Big(\frac3\pi\Big)^{1/3}\!\int n^{4/3}F(s)\,d^3r,\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\]

Each spin contributes half the unpolarized exchange energy of twice its density, so here \(E_x=\tfrac12E_x[2n]\). The prefactor gains \(\tfrac12\,2^{4/3}=2^{1/3}\), and \(s\) gains \(2/2^{4/3}=2^{-1/3}\):

\[
E_x=-\frac34\Big(\frac6\pi\Big)^{1/3}\!\int n^{4/3}F(s)\,d^3r,\qquad
s=\frac{|\nabla n|}{2(6\pi^2)^{1/3}n^{4/3}} .
\]

LSDA has \(F=1\). PBE has \(F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\), with \(\kappa=0.804\) and \(\mu=0.21951\). If you forget the polarization, LSDA exchange at a given density is too weak by the factor \(2^{-1/3}\approx0.79\), so check this first.

For correlation, let \(r_s=(3/4\pi n)^{1/3}\). The fully polarized Perdew–Wang energy per electron is

\[
\varepsilon_c=-2A(1+\alpha_1r_s)\ln\!\Big[1+\frac{1}{2A(b_1r_s^{1/2}+b_2r_s+b_3r_s^{3/2}+b_4r_s^2)}\Big],
\]

with \(A=0.01554535\), \(\alpha_1=0.20548\) and \(b_{1..4}=14.1189,\ 6.1977,\ 3.3662,\ 0.62517\). LSDA uses \(E_c=\int n\varepsilon_c\,d^3r\). PBE uses \(E_c=\int n(\varepsilon_c+H_c)\,d^3r\), where

\[
H_c=\gamma\phi^3\ln\!\Big[1+\frac{\beta}{\gamma}t^2\frac{1+at^2}{1+at^2+a^2t^4}\Big],\qquad
a=\frac{\beta/\gamma}{e^{-\varepsilon_c/(\gamma\phi^3)}-1},
\]

\[
t=\frac{|\nabla n|}{2\phi k_sn},\qquad k_s=\sqrt{4(3\pi^2n)^{1/3}/\pi}.
\]

Here \(\beta=0.066725\), \(\gamma=0.031091\), and full polarization gives \(\phi=\tfrac12\,2^{2/3}=2^{-1/3}\), hence \(\phi^3=\tfrac12\).

**The equation to be solved**

Expand \(R=\sum_jc_jR_j\) in real functions that are orthonormal with weight \(r^2\). Let \(f(n,p)\) be the exchange-correlation energy per volume, with \(p=dn/dr\). Since \(4\pi n=\sum_{ij}c_ic_jR_iR_j\), we have \(4\pi\,\partial n/\partial c_i=2\sum_jR_iR_jc_j\), and therefore

\[
\frac{\partial E_{xc}}{\partial c_i}=2\sum_jV^{xc}_{ij}c_j,\qquad
V^{xc}_{ij}=\int_0^\infty\!\Big[\frac{\partial f}{\partial n}R_iR_j+\frac{\partial f}{\partial p}(R_iR_j)'\Big]r^2dr .
\]

This form needs no second derivative of the density, which is convenient for PBE. The other terms follow in the same way. In \(U\) the density occurs twice, which cancels the factor \(\tfrac12\), so the full \(v_H\) enters. With a Lagrange multiplier \(\varepsilon\) for \(\sum_ic_i^2=1\), the condition for a minimum is \(\sum_jH_{ij}c_j=\varepsilon c_i\), where

\[
H_{ij}=\int_0^\infty\!\Big[\tfrac12R_i'R_j'+\Big(v_H-\frac1r\Big)R_iR_j\Big]r^2dr+V^{xc}_{ij},
\]

\[
v_H(r)=\frac1r\int_0^r4\pi r'^2n\,dr'+\int_r^\infty4\pi r'n\,dr' .
\]

A suitable basis is \(R_k\propto L_k^{(2)}(2r)\,e^{-r}\), whose first member is the exact orbital \(2e^{-r}\). Start there, build \(H\), take its lowest eigenvector, build a new \(H\), mix it half and half with the old one, and repeat until \(\varepsilon\) stops changing. I used 18 functions. A separate calculation in a Gaussian basis gave the same energies and eigenvalues to the five decimals shown below.

**A check by hand**

Before trusting the loop, evaluate LSDA at the exact density \(n=e^{-2r}/\pi\). The two integrals in \(v_H\) are

\[
\frac1r\big[1-e^{-2r}(1+2r+2r^2)\big]\quad\text{and}\quad e^{-2r}(1+2r),
\]

and their sum is \(v_H=1/r-e^{-2r}(1+1/r)\). Then

\[
U=\frac12\int_0^\infty4r^2e^{-2r}v_H\,dr
=2\int_0^\infty\big[re^{-2r}-(r^2+r)e^{-4r}\big]dr
=2\Big[\frac14-\frac1{32}-\frac1{16}\Big]=\frac5{16}.
\]

For exchange, \(\int_0^\infty r^2e^{-8r/3}dr=2(3/8)^3=27/256\), so

\[
E_x=-\frac34\Big(\frac6\pi\Big)^{1/3}\frac{4\pi}{\pi^{4/3}}\,\frac{27}{256}
=-\frac{81}{256}\Big(\frac6{\pi^2}\Big)^{1/3}=-0.26804 .
\]

Exchange should have been \(-0.31250\). Numerical integration gives \(E_c=-0.02218\), which should have been zero but repairs part of the deficit:

\[
E=-0.50000+0.31250-0.26804-0.02218=-0.47772 .
\]

The expectation value of \(H\) at this density is \(-0.25783\). Both of your LSDA numbers are therefore already in sight. Self-consistency must lower the energy, because the exact orbital is one of the trial orbitals; it falls to \(-0.47871\).

**The self-consistent numbers**

| Quantity (hartree) | LSDA | PBE |
|---|---:|---:|
| \(T\) | 0.46667 | 0.49481 |
| \(V_{\rm ext}\) | −0.96565 | −0.99416 |
| \(U\) | 0.29839 | 0.30683 |
| \(E_x\) | −0.25642 | −0.30176 |
| \(E_c\) | −0.02170 | −0.00571 |
| \(E\) | −0.47871 | −0.49999 |
| \(\varepsilon\) | −0.26902 | −0.27909 |

The first five rows add up to \(E\) in each column. The LSDA density is more spread out than the true one: \(T\), \(|V_{\rm ext}|\) and \(U\) are all below their exact values 0.5, 1 and 0.3125.

**Why the eigenvalue is not the energy**

Multiply the eigenvalue equation by \(c_i\) and sum. The Hartree term gives \(\int v_Hn\,d^3r=2U\), so

\[
\varepsilon=T+V_{\rm ext}+2U+\int v_{xc}n\,d^3r .
\]

For PBE the last integral means \(\int(n\,\partial f/\partial n+p\,\partial f/\partial p)\,d^3r\), as in the matrix above. Subtracting \(E\) gives

\[
\varepsilon-E=U+\int v_{xc}n\,d^3r-E_{xc}.
\]

Everything depends on how \(E_{xc}\) responds when the density is multiplied by a number \(\lambda\), because

\[
\int v_{xc}n\,d^3r=\frac{d}{d\lambda}E_{xc}[\lambda n]\Big|_{\lambda=1}.
\]

The exact one-electron expression \(E_{xc}=-U\) is quadratic in \(n\). The integral is then \(-2U\), and \(\varepsilon-E=U-2U+U=0\). This is the agreement you expected.

LSDA exchange grows as \(\lambda^{4/3}\), so \(\int v_xn\,d^3r=\tfrac43E_x\), and its share of the gap, including \(U\), is

\[
U+\tfrac13E_x=0.29839-0.08547=0.21292 .
\]

Correlation contributes \(-0.00322\), and the total is \(0.2097\), the difference between your two LSDA numbers. Now leave correlation aside and suppose that \(E_x\) happened to equal \(-U\). The energy would be free of self-interaction, yet the gap would still be \(\tfrac23U\approx0.2\). A correct value of \(E_x\) at one density does not ensure a correct derivative.

PBE is close to this situation. Under scaling, \(s\) becomes \(\lambda^{-1/3}s\), so differentiating \(\lambda^{4/3}F(\lambda^{-1/3}s)\) at \(\lambda=1\) gives

\[
\frac{\int v_xn\,d^3r}{E_x}=\frac43-\frac13\,\frac{\int n^{4/3}\,sF'(s)\,d^3r}{\int n^{4/3}F(s)\,d^3r}.
\]

Since \(F'>0\), the ratio lies below \(\tfrac43\), further from the required 2. The computed ratio is 1.2732. The PBE gap is

\[
0.30683+(-0.38421+0.30176)-0.00347=0.2209 .
\]

So PBE improves the energy by 0.021 hartree but lowers the eigenvalue by just 0.010.

**The energy as an average of eigenvalues**

There is a second way to see this. Put a fraction \(N\) of an electron in the orbital, \(n=N\psi^2\), and minimize for each \(N\). When \(N\) changes, the orbital relaxes, but at a minimum this has no first-order effect. What remains is the explicit dependence on \(N\), which is the expectation value of \(H\):

\[
\frac{dE}{dN}=\varepsilon(N).
\]

With \(E(0)=0\) this gives \(E(1)=\int_0^1\varepsilon(N)\,dN\). The total energy is the average eigenvalue during filling, while the number you printed is the value at the end.

| \(N\) | \(\varepsilon\) LSDA | \(\varepsilon\) PBE |
|---|---:|---:|
| 0.01 | −0.586 | −0.619 |
| 0.25 | −0.593 | −0.620 |
| 0.50 | −0.490 | −0.511 |
| 0.75 | −0.378 | −0.393 |
| 1.00 | −0.269 | −0.279 |

Numerical averages over \(N\) reproduce \(-0.47871\) and \(-0.49999\). With \(E_{xc}=-U\), the column would read \(-0.5\) throughout.

The shape can be understood by freezing the orbital at \(e^{-r}/\sqrt\pi\) and dropping correlation. Then \(E(N)=-\tfrac12N+\tfrac5{16}N^2-0.26804\,N^{4/3}\), and

\[
\varepsilon(N)\approx-0.5+0.625\,N-0.357\,N^{1/3}.
\]

For \(N\to0\) this tends to \(-0.5\), the bare-nucleus value. For small \(N\) the exchange term \(N^{1/3}\) beats the repulsion term \(N\), and the eigenvalue dips below \(-0.5\). Near \(N=1\) the repulsion wins. At \(N=0.5\) the estimate gives \(-0.471\), against \(-0.490\) in the full LSDA calculation. In both columns of the table the early values are too low and the late ones too high. In the average these errors cancel almost completely for PBE, while for LSDA an error of 0.021 hartree remains.

**What the electron feels far out**

The exact effective potential is \(-1/r\) at every radius, because \(v_{xc}=-v_H\). In LSDA, \(v_H\) tends to \(1/r\) outside the atom and cancels the nuclear attraction. What remains is \(v_{xc}\). Its exchange part is \(-(6n/\pi)^{1/3}\), and at low density \(\varepsilon_c\approx-\alpha_1/(b_4r_s)\) is also proportional to \(n^{1/3}\), so both die off exponentially with the density. The limiting form of \(\varepsilon_c\) is approached slowly: the full expression is about 42% of it at 5 bohr (\(r_s\approx21\)) and about 77% at 10 bohr (\(r_s\approx370\)). At \(r=5\) bohr the LSDA potential is \(-0.044\) instead of \(-0.200\); at 10 bohr it is \(-0.003\) instead of \(-0.100\). This missing tail is not the main cause of the poor eigenvalue, however, because the electron is rarely so far out. If the exact \(-1/r\) is restored beyond 5 bohr and the LSDA potential is kept inside, the eigenvalue moves only from \(-0.269\) to \(-0.270\). The LSDA potential is also too shallow closer in, and most of the error in \(\varepsilon\) comes from within about 3 bohr of the nucleus.

**How to use the two numbers**

Removing the electron leaves a bare proton with zero electronic energy, so the ionization energy from total energies is \(-E\). That gives 13.03 eV in LSDA and 13.605 eV in PBE, against 13.606 eV for the exact solution of this model. Reading it from \(-\varepsilon\) gives 7.32 and 7.59 eV, a little over half the right value. For these functionals, take the energy difference.

Do not read too much into the last digits of the PBE energy, however. At the exact density, PBE exchange is too weak by \(0.31250-0.30594=0.00656\), and its correlation energy, which should vanish, is \(-0.00598\). The sum is an error of \(+0.0006\), and relaxation of the orbital lowers the energy by nearly the same amount. The final agreement to about \(10^{-5}\) hartree is a cancellation between these pieces. Nor is \(-0.5\) a floor for such a calculation: the minimization is variational for the approximate functional, not for the true Hamiltonian.

The numerical output below lists the remaining values, including the terms at the exact density for both functionals.

## Table of computed values

```
PBE kappa, mu: 0.804 0.21951
PBE beta, gamma: 0.066725 0.031091
PW A, alpha1: 0.01554535 0.20548
PW beta1..beta4: 14.1189 6.1977 3.3662 0.62517
All energies in hartree unless marked
LSDA exact density: U 0.31250, Ex -0.26804, Ec -0.02218
LSDA exact density: E -0.47772, <H> -0.25783
LSDA SCF: T 0.46667, Vext -0.96565, U 0.29839
LSDA SCF: Ex -0.25642, Ec -0.02170
LSDA SCF total energy: -0.47871
LSDA SCF eigenvalue: -0.26902
LSDA Gaussian check: E -0.47871, eps -0.26902
LSDA int v_x n: -0.34190, int v_c n: -0.02492
LSDA ratio int v_x n / Ex: 1.3333
LSDA gap eps-E: 0.20969 = exchange+U 0.21292 + corr -0.00322
LSDA eigenvalue at N=0.01: -0.58594
LSDA eigenvalue at N=0.25: -0.59263
LSDA eigenvalue at N=0.50: -0.49047
LSDA eigenvalue at N=0.75: -0.37813
LSDA slope dE/dN at N=1: -0.26902
LSDA occupation average of eps: -0.47871
LSDA -E: 13.026 eV, -eps: 7.320 eV
LSDA potential at r=5 bohr: -0.04410 (exact -0.20000)
LSDA potential at r=10 bohr: -0.00296 (exact -0.10000)
PBE exact density: U 0.31250, Ex -0.30594, Ec -0.00598
PBE exact density: E -0.49942, <H> -0.27442
PBE SCF: T 0.49481, Vext -0.99416, U 0.30683
PBE SCF: Ex -0.30176, Ec -0.00571
PBE SCF total energy: -0.49999
PBE SCF eigenvalue: -0.27909
PBE Gaussian check: E -0.49999, eps -0.27909
PBE int v_x n: -0.38421, int v_c n: -0.00918
PBE ratio int v_x n / Ex: 1.2732
PBE gap eps-E: 0.22090 = exchange+U 0.22437 + corr -0.00347
PBE eigenvalue at N=0.01: -0.61880
PBE eigenvalue at N=0.25: -0.62006
PBE eigenvalue at N=0.50: -0.51069
PBE eigenvalue at N=0.75: -0.39281
PBE slope dE/dN at N=1: -0.27909
PBE occupation average of eps: -0.49999
PBE -E: 13.605 eV, -eps: 7.594 eV
Exact E = eps: -0.5 hartree = -13.606 eV
```
